# Quasiparticle energies from a linearized GW self-energy

## The result

Let \(\varepsilon\) be the Kohn-Sham eigenvalue of an orbital \(\varphi\), \(v=\langle\varphi|v_{xc}|\varphi\rangle\) its exchange-correlation potential energy, and \(\Sigma(E)=\langle\varphi|\Sigma(E)|\varphi\rangle\) its self-energy. To first order in the distance from \(\varepsilon\), the quasiparticle energy is

\[
E_{\rm lin}=\varepsilon+Z\Delta,\qquad \Delta=\Sigma(\varepsilon)-v,\qquad Z=\frac{1}{1-\Sigma'(\varepsilon)} .
\]

The prime is a derivative with respect to energy. The formula neglects off-diagonal elements of \(\Sigma-v_{xc}\), has an error of second order in \(E-\varepsilon\), and is derived for a self-energy that is smooth between \(\varepsilon\) and the solution.

Atomic units are used in the algebra and eV in the numbers. The system is a closed-shell molecule with real orbitals in a finite basis. Its excitation spectrum is then discrete, and \(\Sigma(E)\) is real except at isolated poles.

## Simplest case: one orbital, one pole

Let an orbital of energy \(a\) be coupled by a matrix element \(w\) to one other configuration of energy \(p\). The eigenvalue equations are

\[
a c_1+w c_2=Ec_1,\qquad w c_1+p c_2=Ec_2 .
\]

The second gives \(c_2=wc_1/(E-p)\). Inserting this in the first gives

\[
E=a+\frac{w^2}{E-p}.
\]

Eliminating the second configuration has produced an energy-dependent term. Its slope is \(-w^2/(E-p)^2\). Normalization, \(c_1^2+c_2^2=1\), then gives

\[
c_1^2=\frac{1}{1+w^2/(E-p)^2},
\]

which is one over one minus the slope, taken at the solution. This is the share of the original orbital in the eigenstate.

Now expand about a reference energy \(\varepsilon\) with \(d=\varepsilon-p\) and \(x=E-\varepsilon\). Define \(\Delta=a-\varepsilon+w^2/d\), the mismatch at the reference. Then

\[
x=\Delta-\frac{w^2}{d}+\frac{w^2}{d+x}=\Delta-\frac{w^2x}{d(d+x)} .
\]

For \(|x|\ll|d|\) the last denominator becomes \(d^2\), and

\[
x\left(1+\frac{w^2}{d^2}\right)=\Delta,\qquad Z=\frac{d^2}{d^2+w^2}.
\]

**Limit 1, distant pole.** As \(|d|\to\infty\) at fixed \(w\), \(Z\to1\) and the shift is \(\Delta\).

**Limit 2, pole at the reference.** As \(d\to0\) at fixed \(w\neq0\), \(\Delta\approx w^2/d\) and \(Z\approx d^2/w^2\), so \(Z\Delta\approx d\to0\). The linearized energy sticks to \(\varepsilon\). The true solutions obey \(x^2-(a-\varepsilon)x-w^2=0\) and do not approach \(x=0\). A very small \(Z\) at the reference can therefore signal a bad expansion point, without saying where the solutions are.

## General case: the quasiparticle equation

The Kohn-Sham equation is \(h\varphi=\varepsilon\varphi\), where \(h\) contains \(v_{xc}\). The quasiparticle equation replaces that potential by the self-energy:

\[
[h-v_{xc}+\Sigma(E)]\psi=E\psi .
\]

Set \(\psi\approx\varphi\) and project on \(\varphi\). This is the diagonal approximation, and it gives

\[
f(E)\equiv E-\varepsilon-\Sigma(E)+v=0 .
\]

If \(\Sigma\) has a continuous second derivative between \(\varepsilon\) and \(E\), Taylor's theorem with its integral remainder reads

\[
\Sigma(E)=\Sigma(\varepsilon)+\Sigma'(\varepsilon)(E-\varepsilon)+\int_\varepsilon^E(E-t)\Sigma''(t)\,dt .
\]

Insert this in \(f(E)=0\) and collect the terms in \(E-\varepsilon\):

\[
[1-\Sigma'(\varepsilon)](E-\varepsilon)=\Delta+\int_\varepsilon^E(E-t)\Sigma''(t)\,dt .
\]

Multiplication by \(Z\) gives

\[
E=E_{\rm lin}+Z\int_\varepsilon^E(E-t)\Sigma''(t)\,dt
\approx E_{\rm lin}+\tfrac12Z\Sigma''(\varepsilon)(E-\varepsilon)^2 .
\]

Dropping the integral gives the stated result. If \(\Sigma\) is constant, then \(Z=1\) and \(E=\varepsilon+\Delta\). If \(\Sigma\) is linear in energy, the integral vanishes and \(E_{\rm lin}\) solves the diagonal equation without error.

The formula is also one Newton step. Since \(f(\varepsilon)=-\Delta\) and \(f'(\varepsilon)=1-\Sigma'(\varepsilon)\), the step \(\varepsilon-f(\varepsilon)/f'(\varepsilon)\) equals \(\varepsilon+Z\Delta\).

The mean value theorem gives another reading. For some energy \(\xi\) between \(\varepsilon\) and \(E\), \(\Sigma(E)-\Sigma(\varepsilon)=\Sigma'(\xi)(E-\varepsilon)\), so

\[
\frac{E-\varepsilon}{\Delta}=\frac{1}{1-\Sigma'(\xi)} .
\]

The factor that reproduces the full solution belongs to an intermediate energy. Linearization replaces \(\xi\) by \(\varepsilon\).

## Where the energy dependence comes from

In the GW approximation the self-energy is a convolution of the Green function \(G\) with the screened interaction \(W\). Screening is treated here in the direct random-phase approximation (RPA).

**Response of independent electrons.** Let \(i\) be occupied, \(a\) empty and \(D=\varepsilon_a-\varepsilon_i\). A perturbation with matrix element \(u(e^{-i\omega t}+e^{i\omega t})\) mixes \(\varphi_a\) into \(\varphi_i\) with amplitude \(c=Ae^{-i\omega t}+Be^{i\omega t}\). From \(i\dot c=Dc+u(e^{-i\omega t}+e^{i\omega t})\),

\[
A=\frac{u}{\omega-D},\qquad B=-\frac{u}{\omega+D}.
\]

The density changes by \(\varphi_i\varphi_a(c+c^*)\) per spin. Its part in \(e^{-i\omega t}\) has coefficient \(A+B\). Two spins give the response

\[
C=2\left(\frac1{\omega-D}-\frac1{\omega+D}\right)=\frac{4D}{\omega^2-D^2}.
\]

**Interacting response.** Let \(K\) have elements \((ia|jb)\), the Coulomb integrals between transition densities. The induced density creates a potential that acts back, so \(\chi=C+CK\chi\) and \(\chi=(C^{-1}-K)^{-1}\). With \(D\) now a diagonal matrix,

\[
C^{-1}-K=\tfrac14D^{-1/2}(\omega^2-M)D^{-1/2},\qquad M=D^{1/2}(D+4K)D^{1/2}.
\]

Let \(Mz_s=\Omega_s^2z_s\) with normalized \(z_s\), and let \(k\) be the vector of integrals \((\varphi\varphi_k|ia)\). The correlation part of the screened interaction, \(W_c=k^T\chi k\), is

\[
W_c(\omega)=\sum_s\frac{4(k^TD^{1/2}z_s)^2}{\omega^2-\Omega_s^2}
=\sum_s\frac{2\Omega_sw_{ks}^2}{\omega^2-\Omega_s^2},\qquad
w_{ks}^2=\frac{2(k^TD^{1/2}z_s)^2}{\Omega_s}.
\]

**Convolution.** For each orbital \(k\) in \(G\), with \(\eta\to0^+\), the contribution is

\[
\frac{i}{2\pi}\int d\omega\,\frac{w_{ks}^2}{E+\omega-\varepsilon_k\pm i\eta}
\left[\frac1{\omega-\Omega_s+i\eta}-\frac1{\omega+\Omega_s-i\eta}\right],
\]

with the upper sign for empty \(k\). The integrand falls fast enough to close the contour on either side.

- For occupied \(k\), close below. The only enclosed pole is \(\omega=\Omega_s\). The clockwise factor is \((i/2\pi)(-2\pi i)=1\), and the result is \(w_{ks}^2/(E-\varepsilon_k+\Omega_s)\).
- For empty \(k\), close above. The only enclosed pole is \(\omega=-\Omega_s\), with residue \(-w_{ks}^2/(E-\varepsilon_k-\Omega_s)\). The factor \((i/2\pi)(2\pi i)=-1\) makes the result positive.

Together,

\[
\Sigma_c(E)=\sum_{ks}\frac{w_{ks}^2}{E-p_{ks}},\qquad
p_{ks}=\begin{cases}\varepsilon_k-\Omega_s,&k\ \text{occupied},\\ \varepsilon_k+\Omega_s,&k\ \text{empty}.\end{cases}
\]

The bare interaction gives the exchange term \(\Sigma_x=-\sum_i(\varphi\varphi_i|\varphi_i\varphi)\), summed over occupied orbitals. It does not depend on \(E\), so it enters \(\Delta\) but not \(Z\).

This is the one-pole problem with many poles. As a numerical test, \(\Sigma_c\) of the butadiene HOMO was evaluated at midgap in the 6-31G basis. The pole sum and an integral over imaginary frequencies, with \(W_c\) from linear equations, both gave \(-0.352875\) eV.

## What the pole form implies

Differentiation gives

\[
\Sigma'(E)=-\sum_{ks}\frac{w_{ks}^2}{(E-p_{ks})^2}<0
\]

whenever some coupling is nonzero. Hence \(0<Z<1\) away from the poles: energy dependence reduces the first-order correction.

Also \(f'=1-\Sigma'\ge1\). Just above a coupled pole \(\Sigma\to+\infty\) and \(f\to-\infty\); just below the next one \(f\to+\infty\). Each interval between neighbouring coupled poles therefore contains one solution of the diagonal equation.

Near a solution \(E_j\), \(f(E)\approx[1-\Sigma'(E_j)](E-E_j)\). The diagonal Green function \(1/f\) has a pole there with residue

\[
Z_j=\frac{1}{1-\Sigma'(E_j)} .
\]

This is the spectral weight, the many-pole form of \(c_1^2\). The weights of all solutions add to one, because they are the squared components of one basis vector in a complete set of eigenvectors. The factor \(Z\) at \(\varepsilon\) differs from \(Z_j\) by an amount of first order in \(E_j-\varepsilon\).

The Taylor series about \(\varepsilon\) converges within the distance to the nearest coupled pole. For the highest occupied orbital (HOMO) and the lowest empty one (LUMO) this distance is at least the lowest excitation energy \(\Omega_1\), since occupied-type poles lie at or below \(\varepsilon_{\rm HOMO}-\Omega_1\) and empty-type poles at or above \(\varepsilon_{\rm LUMO}+\Omega_1\).

## Frontier levels of butadiene

The example is planar s-trans butadiene with C=C, C–C and C–H lengths of 1.34, 1.46 and 1.09 angstrom. The C=C–C angle is 124° and the H–C=C angle at the chain ends is 121°. The level of theory is non-self-consistent \(G_0W_0\) on PBE orbitals, in the cc-pVDZ basis with density-fitted integrals.

For the HOMO, \(\varepsilon=-5.664\) eV, and

\[
\Delta=-16.099-0.386+13.483=-3.001\ {\rm eV}\quad(\text{rounded from the full values}).
\]

The terms are \(\Sigma_x\), \(\Sigma_c(\varepsilon)\) and \(-v\). The slope is \(-0.1673\), so

\[
Z=\frac1{1.1673}=0.8567,\qquad
E_{\rm lin}=-5.664+0.8567(-3.001)=-8.235\ {\rm eV}.
\]

For the LUMO, \(\varepsilon=-1.617\) eV, \(\Delta=3.906\) eV and \(Z=1/1.15756=0.8639\), which gives \(E_{\rm lin}=1.758\) eV.

| Quantity | HOMO | LUMO |
|---|---:|---:|
| \(\varepsilon+\Delta\) (eV) | −8.665 | 2.289 |
| \(\varepsilon+Z\Delta\) (eV) | −8.235 | 1.758 |
| full solution (eV) | −8.212 | 1.725 |
| \(Z\) at \(\varepsilon\) | 0.857 | 0.864 |
| weight at solution | 0.837 | 0.840 |

Relative to the full diagonal solution, omitting \(Z\) gives errors of 0.45 eV for the HOMO and 0.56 eV for the LUMO. Including it reduces them to 0.023 and 0.032 eV. A second Newton step agrees with the full solution to the digits in the table.

The ratio \((E-\varepsilon)/\Delta\) is \((-2.548)/(-3.001)=0.849\) for the HOMO and \(3.342/3.906=0.856\) for the LUMO. Each lies between the values of \(Z\) at the two ends of the interval. The intermediate energy \(\xi\) requires this when \(\Sigma'\) is monotonic along the path, which holds here because \(\Sigma''\) keeps its sign, as shown next.

The leading error estimate \(\frac12Z\Sigma''(\varepsilon)(E-\varepsilon)^2\) is 0.010 eV for the HOMO and −0.008 eV for the LUMO, against actual differences \(E-E_{\rm lin}\) of 0.023 and −0.032 eV. The signs are right but the sizes are too small. The third derivative explains this:

\[
\Sigma'''(E)=-6\sum_{ks}\frac{w_{ks}^2}{(E-p_{ks})^4}<0 .
\]

Thus \(\Sigma''\) falls with increasing energy. For the HOMO it is positive at \(\varepsilon\) and grows on the way down to the solution. For the LUMO it is negative at \(\varepsilon\) and becomes more negative on the way up. In both cases its value at \(\varepsilon\) underestimates the curvature along the path. The full remainder integral was tested and reproduces both differences.

The nearest coupled pole is 6.60 eV from \(\varepsilon\) for both levels. The shifts of 2.55 and 3.34 eV are smaller, so the expansion is used inside its range of convergence.

## A level where linearization fails

The lowest valence level, derived mainly from carbon 2s orbitals, has \(\varepsilon=-19.886\) eV and \(\Delta=-5.050\) eV. Here the nearest pole is only 0.029 eV from \(\varepsilon\), and \(Z=0.0305\). The formula gives

\[
E_{\rm lin}=-19.886+0.0305(-5.050)=-20.040\ {\rm eV}.
\]

The nearest pole dominates the slope and makes \(Z\) small, so the result stays near \(\varepsilon\). The relation \(Z\Delta\approx d\) of Limit 2 is not reached, because most of \(\Delta\) comes from other terms. The strongest solution found between 9 eV below and 2 eV above \(\varepsilon\) lies at −25.354 eV, with weight 0.168. The next two are at −22.274 and −21.637 eV, with weights 0.078 and 0.058. There are 89 poles between \(\varepsilon\) and the strongest solution, counting those with \(w^2>10^{-7}\) hartree². No Taylor series about \(\varepsilon\) can cross them.

The solutions found in this window carry a summed weight of 0.687; the remainder lies outside the searched intervals. No single solution holds most of the orbital, so a single quasiparticle energy is a poor description of this level within the model. The useful quantity is the distribution of weight over energy. Its individual lines should not be read as resolved physical levels, because a finite basis replaces continuous excitation spectra by discrete ones.

In an extended system the poles merge into continua and \(\Sigma\) acquires an imaginary part. The real part can be used in the formula when the imaginary part is small and both vary slowly between \(\varepsilon\) and the solution. The bound \(Z<1\) was derived for discrete poles; inside a continuum the slope of the real part can be positive. \(Z\) then exceeds one if the slope is below one, and is negative if the slope is above one.

## The numbers beside the real molecule

The HOMO solution corresponds to an ionization energy of 8.21 eV, while the measured vertical value is roughly 9 eV. The error of linearization, 0.023 eV, is much smaller than this difference. Other approximations move the HOMO further:

- Off-diagonal self-energy elements shift it by −0.035 eV.
- Going from a PBE to a PBE0 starting point shifts it by −0.26 eV, with the basis held at 6-31G.
- Going from 6-31G to cc-pVDZ shifts it by −0.44 eV, with the PBE starting point held fixed.

All three shifts deepen the level, towards the measured value. They were obtained under different settings and should not simply be added. The basis shift shows that basis size matters at the scale of tenths of an eV, but does not bound what remains beyond cc-pVDZ. Density fitting changes the HOMO exchange and the midgap correlation terms by about 0.001 eV each in 6-31G. Self-consistency, vertex corrections and nuclear motion are not included.

The Kohn-Sham gap of 4.05 eV becomes 9.94 eV between the full solutions. This is the ionization energy minus the electron affinity, and not an optical excitation energy. The positive LUMO energy means that the added electron is unbound in this calculation. Such a state spreads into the continuum, which cc-pVDZ, lacking diffuse functions, describes poorly; the LUMO and the gap are therefore less reliable than the HOMO.

For a calculation of this kind, \(Z\) near 0.8 to 0.9 at \(\varepsilon\) does not by itself make the linearized energy reliable, because the main solution may lie beyond a pole. The one-pole problem with \(\varepsilon=0\), \(a=-6\), \(p=-3\) and \(w=1.2\) shows this: \(Z=0.86\) and \(E_{\rm lin}=-4.76\), but the solutions are −6.42 with weight 0.89 and −2.58 with weight 0.11. A large weight at the main solution does not reveal this. With \(w=0.5\), \(Z\) is 0.97 at both \(\varepsilon\) and \(E_{\rm lin}\) and the main weight is 0.97, yet \(E_{\rm lin}=-5.76\) misses the solution at −6.08. The signs of failure are the pole at −3 between \(\varepsilon\) and \(E_{\rm lin}\), and the small weight of the solution on the same side of the pole as \(\varepsilon\). Where a coupled pole lies between \(\varepsilon\) and \(E_{\rm lin}\), where \(Z\) or the weight of the solution in the pole-free interval around \(\varepsilon\) is small, or where \(Z\) changes strongly along the path from \(\varepsilon\) to the solution, \(f(E)=0\) should be solved over a range of energies and the weights compared. The remaining computed values are in the numerical output.

## Computed values

```
Butadiene, G0W0@PBE/cc-pVDZ, diagonal self-energy, density-fitted
C=C, C-C, C-H lengths: 1.34, 1.46, 1.09 angstrom
C=C-C and H-C=C (end) angles: 124.0, 121.0 degrees
basis functions, occupied orbitals, RPA pairs: 86, 15, 1065
lowest RPA excitation energy: 6.1408 eV
HOMO Kohn-Sham eigenvalue: -5.6644 eV
HOMO exchange self-energy: -16.0986 eV
HOMO correlation self-energy at eps: -0.3856 eV
HOMO vxc: -13.4832 eV
HOMO Delta: -3.0010 eV
HOMO slope dSigma/dE at eps: -0.16730 (no unit)
HOMO Z at eps: 0.85668 (no unit)
HOMO linearized energy: -8.2352 eV
HOMO energy with Z set to 1: -8.6653 eV
HOMO full root: -8.2124 eV
HOMO root minus linearized: 0.02286 eV
HOMO leading error estimate: 0.01012 eV
HOMO second Newton step: -8.21237 eV
HOMO spectral weight at root: 0.83650 (no unit)
HOMO distance from eps to nearest pole: 6.5959 eV
LUMO Kohn-Sham eigenvalue: -1.6165 eV
LUMO exchange self-energy: -8.0542 eV
LUMO correlation self-energy at eps: -1.2610 eV
LUMO vxc: -13.2210 eV
LUMO Delta: 3.9059 eV
LUMO slope dSigma/dE at eps: -0.15756 (no unit)
LUMO Z at eps: 0.86389 (no unit)
LUMO linearized energy: 1.7577 eV
LUMO energy with Z set to 1: 2.2893 eV
LUMO full root: 1.7253 eV
LUMO root minus linearized: -0.03242 eV
LUMO leading error estimate: -0.00830 eV
LUMO second Newton step: 1.72527 eV
LUMO spectral weight at root: 0.83980 (no unit)
LUMO distance from eps to nearest pole: 6.5959 eV
Kohn-Sham gap: 4.0478 eV
quasiparticle gap, full roots: 9.9376 eV
lowest valence level, eigenvalue: -19.8858 eV
lowest valence level, Delta: -5.0500 eV
lowest valence level, Z at eps: 0.0305 (no unit)
lowest valence level, linearized energy: -20.0400 eV
lowest valence level, nearest pole distance: 0.0286 eV
search window: 9.0 eV below to 2.0 eV above eps
root of rank 1: -25.3543 eV, weight 0.1683
root of rank 2: -22.2738 eV, weight 0.0781
root of rank 3: -21.6370 eV, weight 0.0580
poles between eps and strongest root: 89
roots with weight above 0.05: 3
summed weight in window: 0.6871 (no unit)
midgap Sigma_c of HOMO (6-31G), poles / imaginary axis: -0.352875 / -0.352875 eV
density-fitting error, HOMO exchange, 6-31G: 0.00095 eV
density-fitting error, HOMO midgap Sigma_c, 6-31G: 0.00078 eV
HOMO shift from off-diagonal Sigma: -0.03477 eV
HOMO root, PBE start, 6-31G: -7.7703 eV
HOMO shift, PBE to PBE0 start, 6-31G: -0.2642 eV
HOMO shift, 6-31G to cc-pVDZ, PBE start: -0.4421 eV
```
